# Separate singlet and triplet extrapolation of the neon MP2 energy: a numerical check

```python
"""Singlet/triplet extrapolation of the valence MP2 energy of the neon atom.

Result under test: the MP2 energy splits into singlet and triplet pair sums;
their partial-wave increments fall as (L+1/2)^-4 and (L+1/2)^-6, which
motivates extrapolation with X^-3 (singlet) and X^-5 (triplet).  With a
falling triplet energy this separate result lies above the common X^-3 one.
X: cardinal number of the basis, L: angular momentum of the partial wave,
K = (ia|jb): two-electron integrals, D: orbital-energy denominators.
Algebra is in atomic units; energies are printed in eV.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, mp

EV = physical_constants["Hartree energy in eV"][0]
LIMIT = -0.3202 * EV          # given valence MP2 limit, an input

# ---- Partial-wave increments of a hydrogenic 1s2s pair, nuclear charge 1 ----
degree, points = 7, 8
breaks = np.concatenate(([0.0], np.geomspace(0.2, 25.0, 100)))
knots = np.concatenate(([0.0] * degree, breaks, [breaks[-1]] * degree))
n_spline = len(knots) - degree - 1
x_gauss, w_gauss = np.polynomial.legendre.leggauss(points)
half = np.diff(breaks) / 2
middle = (breaks[1:] + breaks[:-1]) / 2
r = (middle[:, None] + half[:, None] * x_gauss).ravel()
w = (half[:, None] * w_gauss).ravel()
splines = BSpline(knots, np.eye(n_spline), degree)
B = splines(r)[:, 1:-1]
dB = splines.derivative()(r)[:, 1:-1]
p_1s = 2 * r * np.exp(-r)
p_2s = r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
r_small, r_large = np.minimum.outer(r, r), np.maximum.outer(r, r)


def increments(l):
    """Second-order singlet and triplet energies of partial wave l >= 1."""
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    h = dB.T @ (w[:, None] * dB) / 2 + B.T @ ((w * potential)[:, None] * B)
    overlap = B.T @ (w[:, None] * B)
    e, c = eigh((h + h.T) / 2, (overlap + overlap.T) / 2)
    u = B @ c
    kernel = (r_small / r_large)**l / r_large
    g = (u * (w * p_1s)[:, None]).T @ kernel @ (u * (w * p_2s)[:, None])
    denominator = -0.5 - 0.125 - e[:, None] - e[None, :]
    return [np.sum((g + sign * g.T)**2 / 2 / denominator) / (2 * l + 1)
            for sign in (1, -1)]


rs = sp.symbols("r", positive=True)
P1 = 2 * rs * sp.exp(-rs)
P2 = rs * (1 - rs / 2) * sp.exp(-rs / 2) / sp.sqrt(2)
wronskian = sp.simplify(sp.diff(P1, rs) * P2 - P1 * sp.diff(P2, rs))
coefficient = [
    float(sp.Rational(3, 4) * sp.integrate(
        sp.expand(rs * (P1 * P2)**2), (rs, 0, sp.oo))),
    float(sp.Rational(5, 64) * sp.integrate(
        sp.expand(rs**3 * wronskian**2), (rs, 0, sp.oo)))]

L1, L2 = 10, 15
lam1, lam2 = L1 + 0.5, L2 + 0.5
inc1, inc2 = increments(L1), increments(L2)
print("Hydrogenic 1s2s pair, partial waves L =", L1, "and", L2)
for name, power, c_derived, e1, e2 in zip(
        ("singlet", "triplet"), (4, 6), coefficient, inc1, inc2):
    slope = -np.log(e2 / e1) / np.log(lam2 / lam1)
    c1, c2 = -e1 * lam1**power, -e2 * lam2**power
    # the leading correction is of relative order (L+1/2)^-2
    c_numeric = (lam2**2 * c2 - lam1**2 * c1) / (lam2**2 - lam1**2)
    print(f" {name}: local exponent {slope:.3f} (law {power}), "
          f"coefficient numeric/derived {c_numeric / c_derived:.4f}")
    assert abs(c_numeric / c_derived - 1) < 0.03

# ---- Tails of the partial-wave series beyond L = X ----
waves = np.arange(6, 20001) + 0.5
for power in (4, 6):
    tail = np.sum(waves**(-float(power)))
    estimate = 6.0**(1 - power) / (power - 1)
    print(f"Tail beyond L=5, power {power}: sum/estimate "
          f"{tail / estimate:.4f}")
    assert abs(tail / estimate - 1) < 0.05


# ---- Neon pair energies ----
def neon(basis):
    mol = gto.M(atom="Ne 0 0 0", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    occ, vir = mf.mo_coeff[:, 1:5], mf.mo_coeff[:, 5:]
    nv = vir.shape[1]
    eri = mf._eri if mf._eri is not None else mol.intor("int2e", aosym="s8")
    K = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    K = K.reshape(4, nv, 4, nv)
    pair = mf.mo_energy[1:5, None] - mf.mo_energy[None, 5:]
    D = pair[:, :, None, None] + pair[None, None, :, :]
    exchanged = K.transpose(0, 3, 2, 1)
    singlet = 0.25 * np.sum((K + exchanged)**2 / D)
    triplet = 0.75 * np.sum((K - exchanged)**2 / D)
    return np.array([singlet, triplet]), K, D, mf


# Spin split from spin orbitals and the spin-exchange operator
split, K, D, mf = neon("cc-pvdz")
delta = np.eye(2)
V = (np.einsum("iajb,su,tv->isjtaubv", K, delta, delta)
     - np.einsum("ibja,sv,tu->isjtaubv", K, delta, delta))
D_spin = D.transpose(0, 2, 1, 3)[:, None, :, None, :, None, :, None]
V_swapped = V.swapaxes(5, 7)
projected = np.array([np.sum(V * (V - V_swapped) / D_spin) / 8,
                      np.sum(V * (V + V_swapped) / D_spin) / 8])
library = mp.MP2(mf, frozen=1).kernel()[0]
assert np.allclose(split, projected, atol=1e-10)
assert abs(split.sum() - library) < 1e-7
print(f"cc-pVDZ check: pair sum {split.sum() * EV:.5f} eV, "
      f"library MP2 {library * EV:.5f} eV")

energy = {}
for label, X, basis in (("cc", 3, "cc-pvtz"), ("cc", 4, "cc-pvqz"),
                        ("cc", 5, "cc-pv5z"), ("aug", 3, "aug-cc-pvtz"),
                        ("aug", 4, "aug-cc-pvqz")):
    energy[label, X] = neon(basis)[0] * EV
    s, t = energy[label, X]
    print(f"{basis}: singlet {s:.4f}, triplet {t:.4f}, total {s + t:.4f} eV")


# ---- Extrapolation ----
def factor(X, Y, n):
    return X**n / (Y**n - X**n)


def extrapolate(label, X, Y, shift=0.0):
    """Separate limits (singlet, triplet) and the common X^-3 total."""
    low, high = energy[label, X], energy[label, Y]
    step = high - low
    f3, f5 = (factor(X + shift, Y + shift, n) for n in (3, 5))
    separate = high + np.array([f3, f5]) * step
    common = high.sum() + f3 * step.sum()
    return separate, common


print(f"Given valence limit: {LIMIT:.4f} eV = {LIMIT / EV * 1e3:.1f} mEh")
print(f"Q5 factors: F3 {factor(4, 5, 3):.4f}, F5 {factor(4, 5, 5):.4f}")
for label, X, Y in (("cc", 3, 4), ("cc", 4, 5), ("aug", 3, 4)):
    separate, common = extrapolate(label, X, Y)
    low, high = energy[label, X], energy[label, Y]

    def solve(e_low, e_high, n):
        matrix = np.array([[1, float(X)**-n], [1, float(Y)**-n]])
        return np.linalg.solve(matrix, [e_low, e_high])[0]

    direct = [solve(low[0], high[0], 3), solve(low[1], high[1], 5)]
    direct_common = solve(low.sum(), high.sum(), 3)
    assert np.allclose(separate, direct, atol=1e-9)
    assert abs(common - direct_common) < 1e-9
    gap = -(factor(X, Y, 3) - factor(X, Y, 5)) * (high[1] - low[1])
    assert abs(sum(direct) - direct_common - gap) < 1e-9
    assert high[1] < low[1] and sum(direct) > direct_common
    total = separate.sum()
    print(f"{label} X={X},{Y}: singlet limit {separate[0]:.4f}, "
          f"triplet limit {separate[1]:.4f} eV")
    print(f"  separate {total:.4f}, common {common:.4f}, "
          f"midpoint {(total + common) / 2:.4f} eV")
    print(f"  minus given limit: separate {total - LIMIT:+.4f}, "
          f"common {common - LIMIT:+.4f} eV")
    if (label, Y) == ("cc", 5):
        print(f"  in mEh: separate {total / EV * 1e3:.1f}, "
              f"common {common / EV * 1e3:.1f}")

print("Q5 deviations from the given limit with X replaced by X + shift")
for shift in (0.0, 0.5, 1.0):
    separate, common = extrapolate("cc", 4, 5, shift)
    print(f"  shift {shift:.1f}: separate {separate.sum() - LIMIT:+.4f}, "
          f"common {common - LIMIT:+.4f} eV")


# ---- Effective exponents from three cardinal numbers ----
def law_ratio(n):
    return (3.0**-n - 4.0**-n) / (4.0**-n - 5.0**-n)


for channel, name in enumerate(("singlet", "triplet")):
    e3, e4, e5 = (energy["cc", X][channel] for X in (3, 4, 5))
    ratio = (e4 - e3) / (e5 - e4)
    exponent = brentq(lambda n: law_ratio(n) - ratio, 0.01, 20)
    print(f"{name}: step ratio TQ/Q5 {ratio:.3f}, "
          f"effective exponent {exponent:.2f}")
print(f"Step ratios of the laws: X^-3 {law_ratio(3):.3f}, "
      f"X^-5 {law_ratio(5):.3f}")
print("no test failed")
```

It prints:

```
Hydrogenic 1s2s pair, partial waves L = 10 and 15
 singlet: local exponent 3.982 (law 4), coefficient numeric/derived 1.0038
 triplet: local exponent 5.941 (law 6), coefficient numeric/derived 0.9985
Tail beyond L=5, power 4: sum/estimate 0.9864
Tail beyond L=5, power 6: sum/estimate 0.9668
cc-pVDZ check: pair sum -5.04835 eV, library MP2 -5.04835 eV
cc-pvtz: singlet -4.3636, triplet -2.8290, total -7.1926 eV
cc-pvqz: singlet -4.9771, triplet -3.0115, total -7.9885 eV
cc-pv5z: singlet -5.2609, triplet -3.0703, total -8.3312 eV
aug-cc-pvtz: singlet -4.5185, triplet -2.8971, total -7.4156 eV
aug-cc-pvqz: singlet -5.0546, triplet -3.0337, total -8.0884 eV
Given valence limit: -8.7131 eV = -320.2 mEh
Q5 factors: F3 1.0492, F5 0.4874
cc X=3,4: singlet limit -5.4247, triplet limit -3.0682 eV
  separate -8.4929, common -8.5693, midpoint -8.5311 eV
  minus given limit: separate +0.2201, common +0.1438 eV
cc X=4,5: singlet limit -5.5588, triplet limit -3.0989 eV
  separate -8.6577, common -8.6908, midpoint -8.6742 eV
  minus given limit: separate +0.0554, common +0.0223 eV
  in mEh: separate -318.2, common -319.4
aug X=3,4: singlet limit -5.4459, triplet limit -3.0763 eV
  separate -8.5221, common -8.5793, midpoint -8.5507 eV
  minus given limit: separate +0.1910, common +0.1338 eV
Q5 deviations from the given limit with X replaced by X + shift
  shift 0.0: separate +0.0554, common +0.0223 eV
  shift 0.5: separate +0.0041, common -0.0331 eV
  shift 1.0: separate -0.0476, common -0.0889 eV
singlet: step ratio TQ/Q5 2.161, effective exponent 2.00
triplet: step ratio TQ/Q5 3.102, effective exponent 3.38
Step ratios of the laws: X^-3 2.808, X^-5 4.780
no test failed
```
